# Surface energy and surface stress of a solid are different quantities

**Q:** I have a relaxed slab calculation that gives a surface energy of about 1 J/m². Since 1 J/m² is 1 N/m, I take it that the surface pulls inward along its plane with 1 N/m, like a soap film. Enlarging a surface costs energy, so it must resist being enlarged. What could be wrong with that?

**A:** The word "enlarging" covers two different processes. You can cleave the crystal, which makes new surface with every surface cell in its original shape. Or you can stretch the surface you already have, which keeps the number of surface atoms and changes their spacing. Your slab energy measures the first process, and the pull along the plane belongs to the second.

For a slab of \(N\) layers with in-plane cell area \(A\), let \(E_{\rm slab}\) be the energy per in-plane cell and \(E_{\rm bulk}\) the bulk energy of one layer of that cell. With two equal faces,

\[
2\gamma A=E_{\rm slab}-N E_{\rm bulk}.
\]

This defines the surface energy \(\gamma\). The surface stress \(f\) is the excess in-plane force per unit length of edge, per face, and I count tension as positive.

**Q:** They have the same unit, and both describe work per area. Show me that they differ.

**A:** Take zero temperature, a fixed number of atoms, and a bulk crystal free of stress. Stretch the slab along \(x\) by a small strain \(d\varepsilon\). The cell has sides \(a_x\) and \(a_y\), with \(A=a_xa_y\). The two faces together pull on an edge of length \(a_y\) with force \(2f a_y\), and the edge moves by \(a_x\,d\varepsilon\). The work is

\[
dE_{\rm slab}=2f a_y\,a_x\,d\varepsilon=2fA\,d\varepsilon .
\]

The layer heights may readjust, but they start in equilibrium, so that costs nothing to first order. The bulk is stress-free, so \(dE_{\rm bulk}=0\) to first order. The definition of \(\gamma\) then gives \(2\,d(\gamma A)=2fA\,d\varepsilon\), or

\[
fA=\frac{d(\gamma A)}{d\varepsilon}=\gamma\frac{dA}{d\varepsilon}+A\frac{d\gamma}{d\varepsilon}.
\]

For a stretch along \(x\) alone, \(dA/d\varepsilon=A\). Dividing by \(A\),

\[
f=\gamma+\frac{d\gamma}{d\varepsilon}.
\]

This is the Shuttleworth relation. For a general in-plane strain, \(dA=A\sum_k d\varepsilon_{kk}\), and the same steps give \(f_{ij}=\gamma\delta_{ij}+\partial\gamma/\partial\varepsilon_{ij}\).

**Q:** I have seen a factor of one half in front of the derivative.

**A:** That is the form for equal strain \(e\) along both axes of a face with isotropic stress. Now \(dA=2A\,de\), and each face does work along two directions, \(2fA\,de\). So

\[
2fA=2\gamma A+A\frac{d\gamma}{de},\qquad f=\gamma+\frac12\frac{d\gamma}{de}.
\]

A third form has no separate \(\gamma\) at all. If you divide the excess energy by the unstrained area \(A_0\), calling the result \(\Gamma=\gamma A/A_0\), then \(f=d\Gamma/d\varepsilon\) for the uniaxial stretch. The area change is already inside \(\Gamma\), and adding \(\gamma\) again would count it twice.

**Q:** Then why does the soap film picture work for liquids?

**A:** When a liquid surface is extended, atoms move up from the interior and restore the surface's original structure. The energy per current area is unchanged, so \(d\gamma/d\varepsilon=0\) and \(f=\gamma\). A solid strained with its surface atoms kept in place has no such refilling, and its derivative is generally not zero.

**Q:** I accept a correction. But could it be as large as \(\gamma\) itself? A negative \(f\) would be a surface that wants to spread. Surely that contradicts a positive \(\gamma\).

**A:** Let us build one and see. Take a simple cubic network with lattice constant \(a\) and a (001) slab. Each atom is bonded to its first neighbours at distance \(a\) and its second neighbours at \(r_2=\sqrt2\,a\). The bonds have Morse energies

\[
\phi_i(r)=D_i\left[e^{-2\alpha_i(r-\ell_i)}-2e^{-\alpha_i(r-\ell_i)}\right],
\]

with depth \(D_i\), inverse width \(\alpha_i\) and rest length \(\ell_i\).

Each atom owns three first-neighbour and six second-neighbour bonds, after sharing each bond between its two ends. The bulk energy per atom is \(3\phi_1(a)+6\phi_2(\sqrt2\,a)\). Define \(T_i=r_i\phi_i'(r_i)\), which is positive for a stretched bond. Multiplying the derivative with respect to \(a\) by \(a\) and setting it to zero,

\[
3T_1+6T_2=0,\qquad T_1=-2T_2 .
\]

Cubic symmetry makes the stress isotropic, so this one condition removes all of it. Either both kinds of bond sit at their rest lengths, or one kind is stretched and the other squeezed.

**Q:** So the stress-free bulk is a balance of opposing forces. Cutting it should make the outer layers move, and then your simple sums fail.

**A:** In this model the layers do not move, and we can prove it. Give the in-plane cell sides \(a_x,a_y\) and let neighbouring planes be a distance \(d\) apart. The bonds within one plane have energy \(P(a_x,a_y)\) per cell, independent of \(d\). Every other bond joins adjacent planes, with energy per cell

\[
W(d)=\phi_1(d)+2\phi_2\!\left(\sqrt{a_x^2+d^2}\right)+2\phi_2\!\left(\sqrt{a_y^2+d^2}\right).
\]

Thus

\[
E_{\rm bulk}=P+W(d),\qquad E_{\rm slab}=NP+\sum_{n=1}^{N-1}W(d_n).
\]

Each gap of the slab obeys \(W'(d_n)=0\), which is also the condition for a bulk with no normal stress. All gaps therefore take the bulk value, even when the slab is strained in its plane. A bond reaching across two planes would spoil this argument. In a direct calculation with eight layers and displaced starting heights, the gaps relaxed back to \(a\) within \(10^{-8}\) nm.

Subtracting the energies leaves one missing gap:

\[
2\gamma A=NP+(N-1)W-N(P+W)=-W .
\]

At zero strain \(W=\phi_1(a)+4\phi_2(r_2)\) and \(A=a^2\), so

\[
\gamma=-\frac{\phi_1(a)+4\phi_2(r_2)}{2a^2}.
\]

Bound neighbours have negative energies, which makes \(\gamma\) positive.

**Q:** And the stress comes from differentiating the same expression?

**A:** Yes. From \(\gamma A=-W/2\) we get \(fA=-\tfrac12\,dW/d\varepsilon\). Because \(W'(d)=0\), the change of the gap drops out at first order. Stretching along \(x\) changes only the two inclined bonds that lean along \(x\). Their length obeys \(r^2=a^2(1+\varepsilon)^2+d^2\), so at zero strain

\[
\frac{dr}{d\varepsilon}=\frac{a^2}{r_2}=\frac{r_2}{2},
\qquad
\frac{dW}{d\varepsilon}=2\phi_2'(r_2)\frac{r_2}{2}=T_2 .
\]

Hence

\[
f=-\frac{T_2}{2a^2}.
\]

The surface energy depends on how deep the cut bonds are. The surface stress depends on the slope of the inclined ones. If the second neighbours are stretched, \(T_2>0\) and the surface stress is compressive, while \(\gamma\) stays positive.

**Q:** I follow the algebra, but a compressive surface made by removing attractive bonds still feels backwards.

**A:** Count the forces across a vertical cut normal to \(x\). An interior atom has one first-neighbour bond across the cut, with \(x\)-force \(\phi_1'=T_1/a\). It also has four second-neighbour bonds across it: two in its own plane, one leaning up and one leaning down. Each has \(x\)-force \(\phi_2'/\sqrt2=T_2/(2a)\). The sum is

\[
\frac{T_1}{a}+4\,\frac{T_2}{2a}=\frac{T_1+2T_2}{a}=0 .
\]

A top-layer atom lacks the bond leaning up, so its sum is \(-T_2/(2a)\). Dividing by the edge length \(a\) per atom gives \(-T_2/(2a^2)\), the same \(f\). The missing bond was stretched and had been pulling inward. Without it, the squeezed first-neighbour bonds are no longer fully balanced, and they push outward. With each bond's force assigned to layers in this way, the whole excess sits in the two outermost layers.

**Q:** Put numbers in. I want to see both signs in one slab.

**A:** I choose round parameters: \(D_1=0.30\) eV, \(\alpha_1=10\) nm⁻¹, \(\ell_1=0.300\) nm, and \(D_2=0.18\) eV, \(\alpha_2=16\) nm⁻¹, \(\ell_2=0.390\) nm. The equilibrium condition gives \(a=0.28073\) nm and \(r_2=0.39701\) nm. First neighbours are squeezed and second neighbours stretched, with \(T_1=-0.43399\) eV and \(T_2=0.21700\) eV. The bond energies are \(\phi_1=-0.28645\) eV and \(\phi_2=-0.17797\) eV. Then

\[
\gamma=\frac{0.28645+4(0.17797)}{2(0.28073)^2}
=\frac{0.99833}{0.15762}=6.334\ {\rm eV/nm^2},
\]

\[
f=-\frac{0.21700}{0.15762}=-1.377\ {\rm eV/nm^2}.
\]

In the usual units these are 1.01 J/m² and \(-0.22\) N/m. The strain derivative, found from separately relaxed slabs at small positive and negative strain, is \(-7.711\) eV/nm². The Shuttleworth sum is \(6.334-7.711=-1.377\) eV/nm², in agreement with the force across the cut. The "correction" is larger than \(\gamma\).

**Q:** Perhaps you have found one odd set of parameters. What if I change the balance of the bonds?

**A:** Keep the second well and the depth and width of the first, and change only \(\ell_1\). The lattice constant then readjusts.

With \(\ell_1=0.27577\) nm, which is \(\ell_2/\sqrt2\), both kinds of bond sit at rest. The surface energy is 6.71 eV/nm² and the surface stress is zero. The derivative is \(-6.71\) eV/nm², equal to \(-\gamma\). The excess energy \(\gamma A\) does not change at first order, and \(\gamma\) falls because the same energy is spread over more area.

With \(\ell_1=0.260\) nm, the first neighbours are stretched and the second squeezed. Now \(\gamma=6.75\) eV/nm² and \(f=+0.62\) eV/nm². This surface is tensile, as you expected, but its stress is less than a tenth of its surface energy. Across the three cases \(\gamma\) varies by about 7 % of its smallest value, while \(f\) changes sign.

**Q:** Then why doesn't the compressive crystal spread and make more surface for ever?

**A:** Spreading by strain also stretches the interior, and that cost grows as the square of the strain. Making surface by cleavage costs \(\gamma\), which is positive. A negative \(\gamma\) would mean that the crystal gains energy by splitting. A negative \(f\) has no such consequence.

Consider a free film of thickness \(t\) under equal in-plane strain \(e\). With no normal stress, \(C_{11}\varepsilon_z+2C_{12}e=0\), so \(\varepsilon_z=-2C_{12}e/C_{11}\). The in-plane stress is

\[
\sigma=(C_{11}+C_{12})e+C_{12}\varepsilon_z=Ye,\qquad
Y=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}} .
\]

The elastic energy per area is \(t\int 2\sigma\,de=Yte^2\), the 2 counting the two directions. Two faces, each working along two directions, add \(4fe\). Minimising \(4fe+Yte^2\),

\[
e=-\frac{2f}{Yt}.
\]

The model has \(C_{11}=134.8\) GPa and \(C_{12}=36.2\) GPa, so \(Y=151.6\) GPa. Twelve layers, counted as \(t=12a=3.369\) nm, give \(Yt=511\) N/m and

\[
e=\frac{2(0.2206)}{511}=0.086\ \%.
\]

The fully relaxed 12-layer film expands by 0.088 %. Setting \(f=\gamma\) would have predicted a contraction of 0.40 %, with the wrong sign and more than four times the size. The estimate uses only the linear elasticity of the bulk. It leaves out the stiffness of the faces themselves and the nonlinear response of the bonds, so exact agreement is not expected.

**Q:** What if I hold the film at the bulk lattice constant, as I do in my slab calculations? Is it stable under compression?

**A:** It is stable for short periods and unstable for long ones. Suppose it bends as \(w=w_0\cos kx\). With the projected length fixed, a slope \(w'\) lengthens the film locally by the fraction \(w'^2/2\), against a total tension \(2f\). Bending adds \(\tfrac12Dw''^2\). Averaging \(\sin^2\) and \(\cos^2\) over a period, the energy per area is

\[
\frac{w_0^2}{4}\left(2fk^2+Dk^4\right).
\]

For bending along \(x\), \(\varepsilon_y=0\) and \(\sigma_z=0\), which gives the modulus \(C_{11}-C_{12}^2/C_{11}\). The strain at height \(z\) from the midplane is \(-zw''\), and integrating \(z^2\) over the thickness yields

\[
D=\left(C_{11}-\frac{C_{12}^2}{C_{11}}\right)\frac{t^3}{12}.
\]

For \(f<0\) the energy becomes negative beyond the wavelength

\[
\lambda_c=2\pi\sqrt{\frac{D}{2|f|}} .
\]

For twelve layers the modulus is 125 GPa and \(D=4.0\times10^{-16}\) J, so \(\lambda_c=189\) nm. The lattice modes of the same slab give 183 nm. Both values are for bending along \(x\). The model is softer along the face diagonal: with \(C_{44}=36.2\) GPa the modulus there is \(\tfrac12(C_{11}+C_{12}+2C_{44})-C_{12}^2/C_{11}=112\) GPa, so the instability sets in first along the diagonal, at 179 nm in the plate estimate and 176 nm in the lattice modes. The long-wave bending modes of a six-layer slab also supply another measurement of the stress: half their membrane tension is \(-1.377\) eV/nm², the value already found.

A slab cell a few atoms wide cannot show this buckling. On an \(8\times8\) grid of wave vectors, with zero excluded, all modes of the 12-layer slab had positive stiffness. That establishes stability against small displacements with those periods, up to eight cells. It does not exclude a different structure reached over an energy barrier. On a thick crystal, \(D\) grows as \(t^3\) and \(\lambda_c\) as \(t^{3/2}\).

**Q:** How should I extract \(f\) from my own slab?

**A:** Use the in-plane stress, or the derivative of the total slab energy with respect to strain. If a cell of height \(L\), vacuum included, has average tensile stress \(\bar\sigma_{xx}\), the force per edge length is \(L\bar\sigma_{xx}\). With a stress-free bulk and two equal faces,

\[
f=\tfrac12L\bar\sigma_{xx}.
\]

The lattice constant must be the stress-free one for the same computational settings. An unintended biaxial strain \(\delta\) adds about \(Yt\delta/2\) per face. For our 12-layer film, \(\delta=0.1\ \%\) adds \(511\times0.001/2=0.26\) N/m, enough to turn \(-0.22\) N/m into an apparently tensile result. If the bulk carries residual in-plane stress, subtract its contribution for the same number of layers. For a relaxed slab, take that contribution from a bulk cell with the slab's in-plane lattice constant and with its layer spacing relaxed to zero normal stress.

**Q:** Does any of this tell me about a real chip material?

**A:** It shows what is possible and gives a scale, but no material's surface stress. The model's bulk modulus of 69 GPa and surface energy of 1.0 J/m² lie in the rough range of germanium, for which about 75 GPa and 1 J/m² are fair round figures. Germanium has a different lattice and directional bonds, and its surfaces reconstruct. The model cannot size that rebonding, which can change the surface stress substantially. A device film is also usually attached to a substrate and covered by another material. It cannot expand freely, and its upper face is then an interface. A lattice mismatch of 0.1 % in a film with our \(Yt\) gives 0.51 N/m, more than the 0.22 N/m from one free face.

**Q:** And the effects you left out within the model, temperature and longer bonds?

**A:** I estimated vibrations at 300 K to leading quasi-harmonic order, with an atomic mass of 70 u. Zero-point and thermal motion expand the lattice by 0.65 % relative to the static one. The surface free energy becomes 6.0 eV/nm² and the surface stress \(-1.5\) eV/nm². Relative to the static values, \(\gamma\) falls by about 5 % and the compression grows by roughly 10 %. This order of estimate keeps the gaps between layers at their static values for each in-plane strain. Letting all the gaps respond to the vibrations raises the expansion to 0.66 % and reduces the compression by about 1.5 %.

The range of the bonds matters far more. If the second well also acts between third neighbours, \(a\) shrinks to 0.275 nm, \(\gamma\) rises to 8.7 eV/nm², and \(f\) becomes \(-4.3\) eV/nm², three times its former size. The second neighbours, now at 0.389 nm, are slightly squeezed. The stretched inclined bonds are the third-neighbour ones, at \(\sqrt3\,a=0.476\) nm. On an \(8\times8\) grid of wave vectors, with zero excluded, all modes of a 12-layer slab of this extended lattice have positive stiffness. The compressive sign survives this change, but the magnitude belongs to the chosen bond range. The numerical output below gives the values to more digits.

**Q:** So my 1 J/m² was a sound cleavage energy, and I had no measurement of the pull at all.

**A:** Yes. To get the pull you need a second piece of information: how the energy of that same surface responds when its atoms are moved apart.

## Computed results

```
shell 1 well depth: 0.30 eV
shell 1 inverse width: 10.0 1/nm
shell 1 rest length: 0.300 nm
shell 2 well depth: 0.18 eV
shell 2 inverse width: 16.0 1/nm
shell 2 rest length: 0.390 nm
lattice constant a: 0.28073 nm
second-neighbour distance: 0.39701 nm
phi1: -0.28645 eV
phi2: -0.17797 eV
T1 = a phi1': -0.43399 eV
T2 = r2 phi2': 0.21700 eV
surface energy: 6.3338 eV/nm^2
surface energy, converted: 1.0148 J/m^2
d gamma/d strain_xx: -7.7105 eV/nm^2
surface stress: -1.3767 eV/nm^2
surface stress, converted: -0.2206 N/m
half membrane tension from bending: -1.3767 eV/nm^2
neutral: shell 1 rest length 0.27577 nm
neutral: lattice constant 0.27577 nm
neutral: surface energy 6.7061 eV/nm^2
neutral: d gamma/d strain_xx -6.7061 eV/nm^2
neutral: surface stress -0.0000 eV/nm^2
tensile: shell 1 rest length 0.26000 nm
tensile: lattice constant 0.27403 nm
tensile: surface energy 6.7498 eV/nm^2
tensile: d gamma/d strain_xx -6.1272 eV/nm^2
tensile: surface stress 0.6226 eV/nm^2
C11: 134.8 GPa
C12: 36.2 GPa
bulk modulus: 69.1 GPa
biaxial modulus Y: 151.6 GPa
12-layer thickness 12a: 3.369 nm
12-layer free strain, computed: 0.0878 %
12-layer strain from f: 0.0864 %
12-layer strain if f = gamma: -0.3975 %
12-layer buckling length, computed: 182.9 nm
12-layer buckling length, plate: 188.8 nm
lowest bulk grid stiffness: 37.20 eV/nm^2
lowest slab grid stiffness: 30.24 eV/nm^2
vibration test temperature: 300 K
vibration test atomic mass: 70 u
thermal lattice strain: 0.654 %
surface free energy, warm: 6.035 eV/nm^2
surface stress, warm: -1.528 eV/nm^2
third shell added: a = 0.27495 nm
third shell added: gamma = 8.679 eV/nm^2
third shell added: f = -4.273 eV/nm^2
```
